# Radiative thermal diode: a phase-change plate facing a black plate: a numerical check

```python
# Result under test: plate A, whose emissivity switches at T_switch, faces a
# black plate B. With hot and cold temperatures exchanged between the plates,
#   q_forward / q_reverse = emissivity(T_hot) / emissivity(T_cold)
# for gray phases. q_forward: hot-to-cold net flux with A hot; q_reverse: with
# B hot. For non-gray phases both emissivities must be averaged with the same
# weight, the difference of the Planck spectra at T_hot and T_cold.
# Fluxes are found from Planck quadrature and by following reflected beams.
import numpy as np
from scipy.constants import h, c, k, sigma
from scipy.integrate import quad

T_hot, T_cold, T_switch = 370.0, 310.0, 340.0      # K
eps_hot_phase, eps_cold_phase = 0.2, 0.8
band_edge = 10.0                                   # micrometre


def planck_exitance(wavelength_um, T):
    """Black hemispherical exitance in W m^-2 per micrometre."""
    lam = wavelength_um * 1e-6
    return 2e-6 * np.pi * h * c**2 / lam**5 / np.expm1(h * c / (lam * k * T))


def band_powers(T):
    """Black power below and above band_edge, by quadrature, W m^-2."""
    def piece(a, b):
        return quad(planck_exitance, a, b, args=(T,), epsabs=0,
                    epsrel=1e-10, limit=200)[0]
    short = piece(0.5, 3.0) + piece(3.0, band_edge)
    long = piece(band_edge, 100.0) + piece(100.0, 1e3) + piece(1e3, 1e5)
    return np.array([short, long])


def beam_exchange(eps_a, eps_b, power_a, power_b, bounces=600):
    """Net flux from A to B, adding absorbed energy bounce by bounce."""
    beam_a, beam_b = eps_a * power_a, eps_b * power_b
    net = 0.0
    for _ in range(bounces):
        net = net + eps_b * beam_a - eps_a * beam_b
        survival = (1 - eps_a) * (1 - eps_b)
        beam_a, beam_b = beam_a * survival, beam_b * survival
    return net


def step_emissivity(T):
    return eps_hot_phase if T > T_switch else eps_cold_phase


def diode_fluxes(emissivity, T1, T2, eps_b=1.0):
    """Hot-to-cold fluxes with A hot and with A cold (T1 > T2)."""
    P1, P2 = band_powers(T1).sum(), band_powers(T2).sum()
    forward = beam_exchange(emissivity(T1), eps_b, P1, P2)
    reverse = -beam_exchange(emissivity(T2), eps_b, P2, P1)
    return forward, reverse


# Planck quadrature against the Stefan-Boltzmann law
bands_hot, bands_cold = band_powers(T_hot), band_powers(T_cold)
for T, bands in ((T_hot, bands_hot), (T_cold, bands_cold)):
    assert abs(bands.sum() / (sigma * T**4) - 1) < 1e-8
black_flux = sigma * (T_hot**4 - T_cold**4)

# Gray diode with black plate B
q_forward, q_reverse = diode_fluxes(step_emissivity, T_hot, T_cold)
ratio = q_forward / q_reverse
assert abs(q_forward / (eps_hot_phase * black_flux) - 1) < 1e-7
assert abs(q_reverse / (eps_cold_phase * black_flux) - 1) < 1e-7
assert abs(ratio - eps_hot_phase / eps_cold_phase) < 1e-10
rectification = 1 - min(q_forward, q_reverse) / max(q_forward, q_reverse)
print(f"hot, cold, switching temperature: {T_hot}, {T_cold}, {T_switch} K")
print(f"emissivity of A, hot and cold phase: {eps_hot_phase}, {eps_cold_phase}")
print(f"Stefan-Boltzmann constant: {sigma:.6e} W m^-2 K^-4")
print(f"black exitance at hot temperature: {bands_hot.sum():.3f} W m^-2")
print(f"black exitance at cold temperature: {bands_cold.sum():.3f} W m^-2")
print(f"black-to-black net flux: {black_flux:.3f} W m^-2")
print(f"forward flux (A hot): {q_forward:.3f} W m^-2")
print(f"reverse flux (B hot): {q_reverse:.3f} W m^-2")
print(f"flux ratio forward/reverse: {ratio:.6f}")
print(f"inverse flux ratio: {1 / ratio:.6f}")
print(f"rectification 1-min/max: {rectification:.6f}")

# Plate B less than black: bounce sum against the closed exchange formula
previous_ratio = ratio
for eps_b in (0.9, 0.5, 0.1):
    qf, qr = diode_fluxes(step_emissivity, T_hot, T_cold, eps_b)
    s = 1 / eps_b - 1
    assert abs(qf * (1 / eps_hot_phase + s) / black_flux - 1) < 1e-7
    assert abs(qr * (1 / eps_cold_phase + s) / black_flux - 1) < 1e-7
    assert previous_ratio < qf / qr < 1
    previous_ratio = qf / qr
    print(f"B emissivity {eps_b}: forward {qf:.3f}, reverse {qr:.3f} W m^-2,"
          f" ratio {qf / qr:.6f}")

# Both temperatures on one side of the switch: no rectification
same_f, same_r = diode_fluxes(step_emissivity, 380.0, 350.0)
assert abs(same_f / same_r - 1) < 1e-10
print(f"flux ratio for 380 K and 350 K (no switching): {same_f / same_r:.6f}")

# Non-gray phases: two bands, emissivities listed as short, long wavelength
spectral_hot, spectral_cold = np.array([0.1, 0.3]), np.array([0.9, 0.6])
ng_forward = beam_exchange(spectral_hot, 1.0, bands_hot, bands_cold).sum()
ng_reverse = -beam_exchange(spectral_cold, 1.0, bands_cold, bands_hot).sum()
ng_ratio = ng_forward / ng_reverse


def short_fraction(T):
    """Series for the black power fraction below band_edge."""
    x, n = h * c / (band_edge * 1e-6 * k * T), np.arange(1, 201)
    terms = x**3 / n + 3 * x**2 / n**2 + 6 * x / n**3 + 6 / n**4
    return 15 / np.pi**4 * np.sum(np.exp(-n * x) * terms)


def band_average(values, fraction):
    return values[0] * fraction + values[1] * (1 - fraction)


f_hot, f_cold = short_fraction(T_hot), short_fraction(T_cold)
f_diff = (f_hot * T_hot**4 - f_cold * T_cold**4) / (T_hot**4 - T_cold**4)
mean_hot = band_average(spectral_hot, f_diff)
mean_cold = band_average(spectral_cold, f_diff)
total_hot = band_average(spectral_hot, f_hot)
total_cold = band_average(spectral_cold, f_cold)
absorb_hot = band_average(spectral_hot, f_cold)
absorb_cold = band_average(spectral_cold, f_hot)
assert abs(ng_ratio / (mean_hot / mean_cold) - 1) < 1e-7
balance_f = sigma * (total_hot * T_hot**4 - absorb_hot * T_cold**4)
balance_r = sigma * (absorb_cold * T_hot**4 - total_cold * T_cold**4)
assert abs(balance_f / ng_forward - 1) < 1e-7
assert abs(balance_r / ng_reverse - 1) < 1e-7
grid = np.geomspace(1.0, 1e4, 2000)
assert np.all(planck_exitance(grid, T_hot) > planck_exitance(grid, T_cold))
spectral_ratios = spectral_hot / spectral_cold
assert spectral_ratios.min() < ng_ratio < spectral_ratios.max()
naive_ratio = total_hot / total_cold
assert abs(naive_ratio / ng_ratio - 1) > 0.05
print(f"two-band model, band edge: {band_edge} micrometre")
print(f"hot phase, short and long band: {spectral_hot[0]}, {spectral_hot[1]}")
print(f"cold phase, short and long band: {spectral_cold[0]}, {spectral_cold[1]}")
print(f"short-band fraction, hot and cold: {f_hot:.6f}, {f_cold:.6f}")
print(f"short-band fraction of difference spectrum: {f_diff:.6f}")
print(f"difference-weighted emissivity, hot phase: {mean_hot:.6f}")
print(f"difference-weighted emissivity, cold phase: {mean_cold:.6f}")
print(f"total emissivity, hot phase at hot temperature: {total_hot:.6f}")
print(f"total emissivity, cold phase at cold temperature: {total_cold:.6f}")
print(f"absorptance of hot A for cold B radiation: {absorb_hot:.6f}")
print(f"absorptance of cold A for hot B radiation: {absorb_cold:.6f}")
print(f"two-band forward flux: {ng_forward:.3f} W m^-2")
print(f"two-band reverse flux: {ng_reverse:.3f} W m^-2")
print(f"two-band true flux ratio: {ng_ratio:.6f}")
print(f"two-band ratio of total emissivities: {naive_ratio:.6f}")
print(f"relative error of that ratio: {100 * (naive_ratio / ng_ratio - 1):.2f} %")
print(f"spectral ratios, short and long band: {spectral_ratios[0]:.6f},"
      f" {spectral_ratios[1]:.6f}")

# Smooth transition: small-bias law and saturation at large bias
width = 2.0                                        # K


def smooth_emissivity(T):
    step = 1 / (1 + np.exp(-(T - T_switch) / width))
    return eps_cold_phase + (eps_hot_phase - eps_cold_phase) * step


log_slope = ((eps_hot_phase - eps_cold_phase) / (4 * width)
             / (0.5 * (eps_hot_phase + eps_cold_phase)))
print(f"logistic width parameter: {width} K, log slope: {log_slope:.6f} K^-1")
for bias in (0.2, 2.0, 10.0, 60.0):
    qf, qr = diode_fluxes(smooth_emissivity, T_switch + bias / 2,
                          T_switch - bias / 2)
    if bias == 0.2:
        assert abs(np.log(qf / qr) / (log_slope * bias) - 1) < 1e-3
        print(f"log flux ratio at 0.2 K bias: {np.log(qf / qr):.6f},"
              f" linear law: {log_slope * bias:.6f}")
    if bias == 60.0:
        assert abs(qf / qr - eps_hot_phase / eps_cold_phase) < 1e-5
    print(f"smooth transition, bias {bias} K: flux ratio {qf / qr:.6f}")

# Direction-dependent specular surfaces from Fresnel reflection


def fresnel_emissivity(mu, index):
    """Emissivities for s and p polarization at direction cosine mu."""
    root = np.sqrt(index**2 - 1 + mu**2)
    r_s = (mu - root) / (mu + root)
    r_p = (index**2 * mu - root) / (index**2 * mu + root)
    return np.array([1 - abs(r_s)**2, 1 - abs(r_p)**2])


nodes, weights = np.polynomial.legendre.leggauss(300)
mu_nodes, mu_weights = (nodes + 1) / 2, weights / 2
P_hot, P_cold = bands_hot.sum(), bands_cold.sum()


def directional_flux(index, power_a, power_b, eps_b):
    eps = fresnel_emissivity(mu_nodes, index)
    net = beam_exchange(eps, eps_b, power_a, power_b).mean(axis=0)
    return np.sum(2 * mu_nodes * mu_weights * net)


index_hot, index_cold = 10 + 10j, 2 + 0.5j
hemi_hot, hemi_cold = [
    quad(lambda m: 2 * m * fresnel_emissivity(m, n).mean(), 0, 1,
         epsabs=1e-11, limit=200)[0] for n in (index_hot, index_cold)]
dir_f = directional_flux(index_hot, P_hot, P_cold, 1.0)
dir_r = -directional_flux(index_cold, P_cold, P_hot, 1.0)
assert abs((dir_f / dir_r) / (hemi_hot / hemi_cold) - 1) < 1e-6
assert abs(dir_f / (hemi_hot * black_flux) - 1) < 1e-6
half_true = -directional_flux(index_cold, P_cold, P_hot, 0.5)
half_diffuse = black_flux / (1 / hemi_cold + 1 / 0.5 - 1)
assert half_true < half_diffuse * (1 - 1e-4)
print(f"Fresnel index, hot and cold phase: {index_hot}, {index_cold}")
print(f"hemispherical emissivity, hot, cold: {hemi_hot:.6f}, {hemi_cold:.6f}")
print(f"Fresnel flux ratio with black B: {dir_f / dir_r:.6f}")
print(f"specular reverse flux, B emissivity 0.5: {half_true:.3f} W m^-2")
print(f"diffuse formula for the same case: {half_diffuse:.3f} W m^-2")

print("verified")
```

Output:

```
hot, cold, switching temperature: 370.0, 310.0, 340.0 K
emissivity of A, hot and cold phase: 0.2, 0.8
Stefan-Boltzmann constant: 5.670374e-08 W m^-2 K^-4
black exitance at hot temperature: 1062.719 W m^-2
black exitance at cold temperature: 523.671 W m^-2
black-to-black net flux: 539.048 W m^-2
forward flux (A hot): 107.810 W m^-2
reverse flux (B hot): 431.239 W m^-2
flux ratio forward/reverse: 0.250000
inverse flux ratio: 4.000000
rectification 1-min/max: 0.750000
B emissivity 0.9: forward 105.466, reverse 396.036 W m^-2, ratio 0.266304
B emissivity 0.5: forward 89.841, reverse 239.577 W m^-2, ratio 0.375000
B emissivity 0.1: forward 38.503, reverse 52.590 W m^-2, ratio 0.732143
flux ratio for 380 K and 350 K (no switching): 1.000000
two-band model, band edge: 10.0 micrometre
hot phase, short and long band: 0.1, 0.3
cold phase, short and long band: 0.9, 0.6
short-band fraction, hot and cold: 0.423762, 0.295776
short-band fraction of difference spectrum: 0.548097
difference-weighted emissivity, hot phase: 0.190381
difference-weighted emissivity, cold phase: 0.764429
total emissivity, hot phase at hot temperature: 0.215248
total emissivity, cold phase at cold temperature: 0.688733
absorptance of hot A for cold B radiation: 0.240845
absorptance of cold A for hot B radiation: 0.727129
two-band forward flux: 102.624 W m^-2
two-band reverse flux: 412.064 W m^-2
two-band true flux ratio: 0.249049
two-band ratio of total emissivities: 0.312527
relative error of that ratio: 25.49 %
spectral ratios, short and long band: 0.111111, 0.500000
logistic width parameter: 2.0 K, log slope: -0.150000 K^-1
log flux ratio at 0.2 K bias: -0.029996, linear law: -0.030000
smooth transition, bias 0.2 K: flux ratio 0.970449
smooth transition, bias 2.0 K: flux ratio 0.743753
smooth transition, bias 10.0 K: flux ratio 0.325407
smooth transition, bias 60.0 K: flux ratio 0.250000
Fresnel index, hot and cold phase: (10+10j), (2+0.5j)
hemispherical emissivity, hot, cold: 0.208001, 0.815605
Fresnel flux ratio with black B: 0.255026
specular reverse flux, B emissivity 0.5: 239.280 W m^-2
diffuse formula for the same case: 242.151 W m^-2
verified
```
